\section*{Why Norm Conservation Limits the Softening of Nodeless Orbitals}

\section{The physical situation}

In a plane-wave calculation the cutoff energy is set by the sharpest feature of the valence orbitals. Near a nucleus a pseudopotential replaces each orbital by a smoother function. This works well for an orbital whose inner wiggles come from orthogonality to core states. A 2p or 3d orbital has no core state of its own angular momentum, hence no radial node to remove, and its charge sits close to the nucleus. What is left to smooth, and how much of it does norm conservation forbid?

We use Hartree atomic units and write the orbital as $u(r)=rR(r)$, with $\int_0^\infty u^2\,dr=1$. The model is a Slater 2p orbital,
\begin{equation}
u(r)=N r^2e^{-\zeta r},\qquad N^2=\frac{(2\zeta)^5}{4!},
\end{equation}
where $N$ follows from $\int_0^\infty r^4e^{-2\zeta r}dr=4!/(2\zeta)^5$. Setting $u'=u(2/r-\zeta)=0$ puts the peak at $r=2/\zeta$. We take $\zeta=2$, so the peak is at 1 bohr, and replace $u$ inside $r_c=2$ bohr, leaving it unchanged outside. These are round parameters, not those of a particular atom.

Norm conservation requires the replacement to hold the original charge $Q=\int_0^{r_c}u^2dr$. Repeated integration by parts, with $x=2\zeta r_c=8$, gives
\begin{equation}
Q=1-e^{-x}\sum_{k=0}^{4}\frac{x^k}{k!}=1-297\,e^{-8}=0.900 .
\end{equation}

\section{First contribution: the charge forces a hump}

The mean of $u^2$ over $0<r<r_c$ is $Q/r_c$, and a maximum is at least as large as a mean. Every norm-conserving replacement therefore obeys
\begin{equation}
\max u^2\ge Q/r_c=0.450\ \mathrm{bohr}^{-1}.
\end{equation}
At the edge $u_c^2\equiv u(r_c)^2=0.229$, so the function must rise well above its edge value and return to it. The original peak shape need not survive, but some hump must. If $r_c$ lies at or inside the peak, $u$ rises all the way to the edge, the mean is below the edge value, and this argument forces nothing. The same holds somewhat beyond the peak: for this orbital $Q/r_c$ exceeds $u_c^2$ only for $r_c>1.58$ bohr.

\section{Second contribution: the hump costs kinetic energy}

For angular momentum $l$, the kinetic energy inside the sphere is
\begin{equation}
T[u]=\frac12\int_0^{r_c}\left[u'^2+\frac{l(l+1)}{r^2}u^2\right]dr .
\end{equation}
We seek its lowest value at fixed $u_c$ and $Q$, whatever the shape. With a multiplier $k^2$ for the charge, the stationary function obeys
\begin{equation}
-u''+\frac{l(l+1)}{r^2}u=k^2u,\qquad u\propto r\,j_l(kr),
\end{equation}
where $j_l$ is the regular spherical Bessel function. The charge fixes $z=kr_c$ through
\begin{equation}
\frac{Q}{r_cu_c^2}=\frac{\int_0^1x^2j_l(zx)^2dx}{j_l(z)^2}.
\end{equation}
The right side runs from $1/(2l+3)$ at $z\to0$ to infinity at the first zero of $j_l$, so a solution exists in that interval if the left side exceeds $1/(2l+3)$. Here it is $0.450/0.229=1.97$, against $1/5$.

This solution is the minimum. Any competitor is $u+v$ with $v(r_c)=0$, and equal charge means $2\int uv\,dr=-\int v^2dr$. Integrating the cross term by parts, with no boundary term because $v$ vanishes there,
\begin{equation}
T[u+v]-T[u]=k^2\!\int_0^{r_c}\! uv\,dr+T[v]
=T[v]-\frac{k^2}{2}\int_0^{r_c}\! v^2dr\ge0 .
\end{equation}
The inequality holds because $k$ lies below the lowest wave number of a function vanishing at $r_c$. Integrating $T[u]$ itself by parts gives the floor
\begin{equation}
T_{\rm norm}=\tfrac12k^2Q+\tfrac12u_cu'(r_c),
\end{equation}
with $u'$ the inner slope of the minimizer. Without the charge condition $k=0$ and $u=u_c(r/r_c)^{l+1}$, so
\begin{equation}
T_{\rm free}=\frac{(l+1)u_c^2}{2r_c},
\end{equation}
which for 2p is $2(0.229)/4=0.115$ Ha. Smoothly joined orbitals are among the competitors, so $T_{\rm free}$ bounds all of them from below and $T_{\rm norm}$ those that keep the charge. Here neither minimizer matches the outer slope, so no smoothly joined orbital attains its bound.

To see the role of the node, compare three orbitals with their outer peak at 1 bohr: the 2p above, a Slater 3d, $u\propto r^3e^{-3r}$, and a hydrogenic 3p for nuclear charge 12, $u\propto r^2(1-2r)e^{-4r}$, with a node at 0.5 bohr. Energies inside $r_c=2$ bohr, in hartree, are:
\begin{center}
\begin{tabular}{lcccc}
 & true & $T_{\rm norm}$ & $T_{\rm free}$ & $T_{\rm norm}$/true\\
2p & 1.92 & 1.38 & 0.11 & 0.72\\
3d & 4.41 & 2.94 & 0.11 & 0.67\\
3p & 7.96 & 1.98 & 0.03 & 0.25
\end{tabular}
\end{center}
With the norm fixed, at most 28\% of the inner kinetic energy of the 2p and 33\% of that of the 3d can be removed. For the nodal 3p the limit is 75\%. For this sphere, twice the peak radius, the nodal orbital has much to lose while keeping its charge; the nodeless ones have less.

The 3p floor is not lower than the 2p floor in absolute terms. In this example the nodal orbital has the higher starting energy, not a lower floor. The three orbitals share only their outer peak radius; they also differ in exponent, and the 3d in $l$, so the table does not separate the node from these other differences. Size enters separately: stretching all lengths, $r_c$ included, by $\lambda$ divides every kinetic energy by $\lambda^2$. At a fixed ratio of $r_c$ to peak radius, a compact shell therefore has a high floor, and the fractions in the table do not change. They do change with that ratio: if a nodeless orbital shrinks at fixed $r_c$, then $u_c\to0$ and $Q\to1$, and the floor tends to $\tfrac12(z_1/r_c)^2$, with $z_1$ the first zero of $j_l$, while the true energy keeps growing. The small room found for 2p and 3d thus belongs to spheres not much larger than the orbital.

\section{Third contribution: the Fourier tail}

The kinetic energy is an average over wave numbers and does not fix the tail. For $l=1$ define
\begin{equation}
F(q)=\sqrt{\frac2\pi}\int_0^\infty r\,j_1(qr)\,u(r)\,dr,\qquad
E(q_c)=\frac12\int_{q_c}^{\infty}q^4F(q)^2dq .
\end{equation}
With this normalization $\int_0^\infty q^2F^2dq=\int_0^\infty u^2dr$, so $E(q_c)$ is the kinetic energy carried by waves beyond $q_c$. We call $q_c^2/2$ the cutoff when $E(q_c)=1$ mHa.

\subsection{The bare orbital}

Start from $\int_0^\infty r e^{-\zeta r}\sin(qr)\,dr=2\zeta q/(q^2+\zeta^2)^2$. Dividing by $q$ gives the integral of $r^2j_0(qr)e^{-\zeta r}$. Since $dj_0(qr)/dq=-r\,j_1(qr)$, differentiation yields
\begin{equation}
F_{\rm true}(q)=\sqrt{\frac2\pi}\,N\,\frac{8\zeta q}{(q^2+\zeta^2)^3}
\;\longrightarrow\;\sqrt{\frac2\pi}\,\frac{8N\zeta}{q^5}.
\end{equation}
The slow $q^{-5}$ decay comes from the origin, where $R=N(r-\zeta r^2+\dots)$ contains an even power that a smooth $l=1$ function cannot have. Its cutoff is 105 Ha. Both replacements below remove this defect.

\subsection{A soft replacement}

Let $t=1-r^2/r_c^2$ and $\kappa=\zeta r_c=4$. Inside the sphere $r=r_c\sqrt{1-t}$, so
\begin{equation}
e^{-\zeta r}=e^{-\kappa}\exp\!\left[\kappa\left(\frac t2+\frac{t^2}8+\frac{t^3}{16}+\frac{5t^4}{128}+\dots\right)\right]
=e^{-\kappa}\sum_{n\ge0}c_nt^n .
\end{equation}
For $\kappa=4$ the exponent is $2t+\frac12t^2+\frac14t^3+\frac5{32}t^4+\dots$. Collecting powers,
\begin{align}
c_0&=1,\qquad c_1=2,\qquad c_2=\tfrac12+\tfrac{2^2}{2}=2.5,\\
c_3&=\tfrac14+2\cdot\tfrac12+\tfrac{2^3}{6}=2.583,\\
c_4&=\tfrac5{32}+2\cdot\tfrac14+\tfrac12\left(\tfrac12\right)^2+\tfrac{2^2}{2}\cdot\tfrac12+\tfrac{2^4}{24}=2.448 .
\end{align}
The soft orbital keeps four terms:
\begin{equation}
u_s(r)=Ne^{-\kappa}r^2\sum_{n=0}^{3}c_nt^n,\qquad r<r_c .
\end{equation}
Because $t$ vanishes linearly at $r_c$, the omitted terms start at order $(r_c-r)^4$: the value and three derivatives match. All coefficients in the exponent are positive, hence so are all $c_n$. The soft orbital therefore lies below the true one throughout the sphere and lacks charge. It holds $Q_s=0.508$, leaving $\Delta=Q-Q_s=0.393$ missing.

\subsection{Restoring the norm}

Add one term that leaves the matching intact:
\begin{equation}
u_h=u_s+a\,w,\qquad w=Ne^{-\kappa}r^2t^4 .
\end{equation}
Equating the charge of $u_h$ to $Q$ gives
\begin{equation}
a^2\int_0^{r_c}w^2dr+2a\int_0^{r_c}u_sw\,dr-\Delta=0 .
\end{equation}
The product of the roots is negative, so exactly one is positive. It adds a positive function to a positive function and creates no node. Its value is $a=8.99$. The peak of $u^2$ is 0.78 bohr$^{-1}$ for the true orbital, 0.50 for the soft one and 0.92 for the norm-conserving (``hard'') one. The restored hump is higher than the original peak. The soft peak also exceeds the bound $Q/r_c=0.450$ although charge is missing, since matching the falling outer slope already requires an inner maximum. At this radius the bound alone does not separate the two versions.

Its spectrum follows from $\frac{d}{dx}[x^{l+2}j_{l+1}(kx)]=k\,x^{l+2}j_l(kx)$. Integration by parts gives, for $m\ge1$,
\begin{equation}
\int_0^1x^{l+2}(1-x^2)^mj_l(kx)dx=\frac{2m}{k}\int_0^1x^{l+3}(1-x^2)^{m-1}j_{l+1}(kx)dx ,
\end{equation}
since the boundary terms vanish. Starting at $l=1$, $m=4$, four such steps produce $8\cdot6\cdot4\cdot2/k^4=384/k^4$, and the last integral is $j_6(k)/k$:
\begin{equation}
\int_0^1x^3(1-x^2)^4j_1(kx)\,dx=\frac{384\,j_6(k)}{k^5}.
\end{equation}
With $r=r_cx$ the hump adds
\begin{equation}
F_h-F_s=a\sqrt{\frac2\pi}\,Ne^{-\kappa}r_c^4\;\frac{384\,j_6(qr_c)}{(qr_c)^5}.
\end{equation}

At large $k$, $j_6(k)$ oscillates with amplitude $1/k$, so this falls as $q^{-6}$. Both replacements are smooth at the origin; their leading tails come from the mismatch in $t^4$ at $r_c$. The outer function continued inward has coefficient $c_4$, whereas $u_s$ has 0 and $u_h$ has $a$. The ratio of tail amplitudes is thus
\begin{equation}
\frac{|a-c_4|}{c_4}=\frac{8.99-2.45}{2.45}=2.67 ,
\end{equation}
confirmed by the numerical transforms near $q=55$ bohr$^{-1}$. For this pair, relaxing the norm changes the prefactor of the tail, not its power.

Residual energies $E(q)$ in mHa are:
\begin{center}
\begin{tabular}{cccc}
$q$ (bohr$^{-1}$) & true & hard & soft\\
2 & 1340 & 999 & 289\\
3 & 622 & 270 & 21.9\\
4 & 266 & 24.4 & 1.18\\
5 & 119 & 1.89 & 0.31\\
6 & 57 & 0.78 & 0.09
\end{tabular}
\end{center}
The cutoffs are 17.2 Ha (469 eV) for the hard orbital and 9.7 Ha (265 eV) for the soft one, a factor 1.8. The tail law gives a rough estimate of this size. Since $q^4(q^{-6})^2$ integrates to $q^{-7}$, an energy prefactor larger by $2.67^2=7.1$ shifts $q_c$ by $7.1^{1/7}$ and the cutoff by $7.1^{2/7}=1.75$. This estimate ignores the oscillations of $F$ and uses the asymptotic law where it is not yet established: the unrounded hard-to-soft ratios behind the table are 21, 6.1 and 8.9 at $q=4$, 5 and 6 bohr$^{-1}$ rather than a constant 7.1, so the closeness of 1.75 to 1.8 is partly fortuitous. The cutoffs also depend on the threshold: at 2 mHa the table puts them below 12.5 and 8 Ha, and for thresholds of 0.1, 0.3, 2, 5 and 10 mHa their ratio lies between 1.6 and 2.0.

\section{Weighing the alternatives}

Three other explanations of the gap between hard and soft must be weighed.

\emph{The soft orbital is merely smaller.} Its total norm is 0.61, so rescaling it to unit norm would multiply $E$ by $1/0.61=1.6$. At $q=4$ bohr$^{-1}$ the hard residual is $24.4/1.18=21$ times the soft one. A factor of about 13 remains, due to the different shape. This is the largest value in the table of residuals; the other rows leave factors between about 2 and 8.

\emph{The single hump is a poor choice.} Give both versions four free humps, $r^2t^4$ to $r^2t^7$. The residual beyond a fixed $q_c$ is then quadratic in their coefficients, and can be minimized with or without the quadratic condition on the charge. For $q_c=3$ bohr$^{-1}$ the minima are 140 mHa with the norm fixed and 4.3 mHa without, a ratio of 33. The simple pair gave $270/21.9=12$. Within this family, optimization lowers the residual of the free orbital by the larger factor, 5.1 against 1.9. In terms of cutoffs, the $q_c$ at which the optimized residual reaches 1 mHa gives about 11 Ha with the norm fixed and 6 Ha without. The single hump is thus far from the best norm-conserving choice, but the ratio of cutoffs, 1.9, is nearly unchanged.

\emph{A larger sphere would cure the problem.} Over this range it helps both versions overall:
\begin{center}
\begin{tabular}{cccc}
$r_c$ (bohr) & hard (Ha) & soft (Ha) & ratio\\
1.0 & 34.3 & 22.0 & 1.6\\
1.5 & 19.2 & 12.1 & 1.6\\
2.0 & 17.2 & 9.7 & 1.8\\
2.5 & 12.1 & 5.1 & 2.4\\
3.0 & 8.8 & 3.0 & 2.9
\end{tabular}
\end{center}
The fall is not monotonic: between $r_c=1.6$ and 1.8 bohr the hard cutoff rises from 18.2 to 19.8 Ha and the soft one from 11.3 to 11.6 Ha. The ratio depends on the threshold; at $r_c=3$ bohr it is 2.5 for 0.1 mHa and 2.2 for 5 mHa. For this pair of functions, norm conservation slows softening rather than preventing it. The price of a large $r_c$ is that the true orbital is lost over a larger region, which matters once neighbouring atoms reach into it. At $r_c=1$ and 1.5 bohr the hump theorem forces nothing, yet a ratio of 1.6 remains; there it belongs to this pair of functions, not to that theorem.

\section{What the norm was protecting}

A pseudo-atom must scatter like the true atom at energies near the reference energy $\varepsilon_0$. For a local potential $V$,
\begin{equation}
u''=\left[\frac{l(l+1)}{r^2}+2V-2\varepsilon\right]u .
\end{equation}
Let $\dot u=\partial u/\partial\varepsilon$. Differentiating the equation adds $-2u$ to the right side for $\dot u''$, so $(u\dot u'-u'\dot u)'=-2u^2$. Integrating from the origin and dividing by $u_c^2$,
\begin{equation}
\left.\frac{\partial}{\partial\varepsilon}\frac{u'}{u}\right|_{r_c}=-\frac{2}{u_c^2}\int_0^{r_c}u^2dr .
\end{equation}
The Slater orbital solves this equation for $V=-2\zeta/r$ and $\varepsilon_0=-\zeta^2/2$, as substitution shows. Its slope is $-2(0.900)/0.229=-7.86$ (bohr Ha)$^{-1}$. The soft orbital with an ordinary overlap gives $-2(0.508)/0.229=-4.44$: correct scattering at $\varepsilon_0$, but a wrong drift away from it.

The ultrasoft remedy changes the overlap instead of the orbital. Let $\hat T$ be the radial kinetic operator, centrifugal term included, and $V_{\rm loc}$ a smooth potential equal to $V$ outside $r_c$. Define
\begin{equation}
\chi=(\varepsilon_0-\hat T-V_{\rm loc})u_s,\qquad
B=\langle u_s|\chi\rangle,\qquad \beta=\chi/B .
\end{equation}
Here $\chi$ vanishes outside the sphere, $B$ must be nonzero, and $\langle\beta|u_s\rangle=1$. With $S=1+|\beta\rangle\Delta\langle\beta|$ and $D=B+\varepsilon_0\Delta$, the radial equation is
\begin{equation}
(\hat T+V_{\rm loc}-\varepsilon)u+(D-\varepsilon\Delta)\,\beta\,\langle\beta|u\rangle=0 .
\end{equation}
At $\varepsilon_0$ the bracket equals $B$ and $u_s$ is a solution. Differentiate there:
\begin{equation}
(\hat T+V_{\rm loc}-\varepsilon_0)\dot u+B\beta\langle\beta|\dot u\rangle=u_s+\Delta\,\beta .
\end{equation}
Multiply by $u_s$ and integrate over the sphere. The right side becomes $Q_s+\Delta=Q$. On the left, moving $\hat T$ onto $u_s$ leaves the boundary term $-\frac12(u_s\dot u'-u_s'\dot u)_{r_c}$ and the integral of $\dot u(\hat T+V_{\rm loc}-\varepsilon_0)u_s=-B\dot u\beta$, which cancels the projector term. Hence $(u_s\dot u'-u_s'\dot u)_{r_c}=-2Q$, and the true slope returns; the radial equations solved at shifted energies give $-7.86$ for both.

The agreement is to first order in $\varepsilon-\varepsilon_0$; farther away the two atoms may scatter differently. The missing 0.39 electron must also be put back into the density as an augmentation charge inside the sphere. If it is sharper than the orbital products, it calls for a finer density grid, a cost not included in the orbital cutoffs above. The numerical check accompanying these notes covers the floors, transforms and slopes.

\section*{Computed results}
\begin{verbatim}
zeta = 2.0 1/bohr; rc = 2.0 bohr
2p peak radius = 1.00 bohr
Charge inside rc, true and hard = 0.9004 electron
Charge inside rc, soft = 0.5078 electron
Missing charge = 0.3925 electron
Total norm, soft = 0.6075
u(rc)^2 = 0.2290 1/bohr
Mean u^2 in sphere, Q/rc = 0.4502 1/bohr
Peak u^2, true = 0.7815 1/bohr
Peak u^2, hard = 0.9173 1/bohr
Peak u^2, soft = 0.5011 1/bohr
Taylor coefficients c0..c4 = 1.0000 2.0000 2.5000 2.5833 2.4479
Hump coefficient a = 8.9875
Kinetic energy inside rc (Ha): true, norm floor, free floor
2p 1.9152 1.3768 0.1145 norm floor/true = 0.719
3d 4.4085 2.9423 0.1147 norm floor/true = 0.667
3p 7.9607 1.9785 0.0295 norm floor/true = 0.249
Residual kinetic energy (mHa): q (1/bohr), true, hard, soft
2 1339.5297 998.6880 288.7174
3 621.8079 270.2523 21.8813
4 265.6354 24.3650 1.1828
5 118.7046 1.8864 0.3117
6 57.1507 0.7755 0.0869
Asymptotic amplitude ratio hard/soft = 2.671
Measured amplitude ratio, q near 55/bohr = 2.675
Cutoff threshold = 1.0 mHa
Cutoff, true = 105.12 Ha = 2860 eV
Cutoff, hard = 17.24 Ha = 469 eV
Cutoff, soft = 9.74 Ha = 265 eV
Optimized residual beyond q = 3.0 1/bohr:
  hard = 139.6369 mHa
  soft = 4.2587 mHa
  hard/soft = 32.79
Cutoff scan: rc (bohr), hard (Ha), soft (Ha), ratio
1.0 34.30 22.03 1.56
1.5 19.20 12.08 1.59
2.0 17.24 9.74 1.77
2.5 12.13 5.10 2.38
3.0 8.83 3.01 2.93
Energy slope of u'/u at rc, 1/(bohr Ha):
  true = -7.8632
  soft, ordinary overlap = -4.4352
  soft, augmented overlap = -7.8632
\end{verbatim}
